# Where an Attractive Lattice-Gas Monolayer Condenses, and Why There: a program that tests the result

```python
"""Condensation point of an attractive lattice-gas monolayer.

Energy of a configuration: E = -E_s*N - eps*N_bb, with N atoms and N_bb
occupied nearest-neighbour pairs on a lattice of coordination c.
Result under test: any coverage jump lies at the configurational chemical
potential mu_c = -E_s - c*eps/2, whatever the temperature. A site partition
function q(T) adds -kT*ln q(T) to the physical chemical potential.
a = exp(-eps/2kT) is the weight of one occupied-empty bond;
x = exp((mu-mu_c)/kT) is the reduced fugacity; theta is the coverage.
Energies in eV, temperatures in K unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import logsumexp

KB = sc.k / sc.e
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
TORR = sc.torr

# Rough inputs, regime of silver on W(001)
E_s, eps, T = 2.9, 0.20, 850.0
mode_energy = 0.012          # each of three adatom vibrations
mass_u, gas_degeneracy = 107.87, 2
site_spacing_nm, terrace_nm = 0.316, 20.0
E_bulk = 2.95                # rough cohesive energy of bulk silver
eps_second, trio, stiffening = 0.03, 0.01, 1.10
deposition_flux = 0.01       # monolayers per second
T_hot = 2500.0
kT = KB * T


def mu_formula(c):
    return -E_s - c * eps / 2


mu_c = mu_formula(4)

# ---- all configurations of a 4 x 4 patch --------------------------------
SIDE, M = 4, 16
occ = (np.arange(2**M)[:, None] >> np.arange(M)) & 1
N = occ.sum(axis=1)


def site(i, j):
    return i % SIDE + SIDE * (j % SIDE)


cells = [(i, j) for i in range(SIDE) for j in range(SIDE)]
right = [(site(i, j), site(i + 1, j)) for i, j in cells]
up = [(site(i, j), site(i, j + 1)) for i, j in cells]
diag = [(site(i, j), site(i + 1, j + 1)) for i, j in cells]
anti = [(site(i, j), site(i + 1, j - 1)) for i, j in cells]
up_half = [(site(i, j), site(i, j + 1)) for i, j in cells if (i + j) % 2 == 0]
lattices = {"square": (4, right + up), "triangular": (6, right + up + diag),
            "honeycomb": (3, right + up_half)}


def pairs(bonds):
    return sum(occ[:, i] * occ[:, j] for i, j in bonds)


def log_xi(mu, temp, energy):
    return logsumexp((mu * N - energy) / (KB * temp))


def coverage(mu, temp, energy):
    logw = (mu * N - energy) / (KB * temp)
    w = np.exp(logw - logw.max())
    return (w @ N) / w.sum() / M


def half_filling_mu(temp, energy):
    return brentq(lambda m: coverage(m, temp, energy) - 0.5, -5, -2, xtol=1e-13)


def equal_weight_mu(temp, energy):
    dense, dilute = N > M // 2, N < M // 2

    def log_ratio(mu):
        logw = (mu * N - energy) / (KB * temp)
        return logsumexp(logw[dense]) - logsumexp(logw[dilute])
    return brentq(log_ratio, -5, -2, xtol=1e-13)


def scaled_zeros(temp, bond_energy, n_pairs):
    """Zeros in exp((mu+E_s)/kT): geometric-mean modulus and scaled zeros."""
    boltz = np.exp(bond_energy * n_pairs / (KB * temp))
    coef = np.array([boltz[N == n].sum() for n in range(M + 1)])
    scale = (coef[0] / coef[-1]) ** (1 / M)
    return scale, np.roots((coef * scale ** np.arange(M + 1))[::-1])


half_mu = {}
zero_error = 0.0
for name, (c, bonds) in lattices.items():
    n_bb = pairs(bonds)
    broken = sum(occ[:, i] != occ[:, j] for i, j in bonds)
    assert np.array_equal(c * N, 2 * n_bb + broken)
    energy = -E_s * N - eps * n_bb
    for temp in (400.0, T, T_hot):
        half_mu[name, temp] = half_filling_mu(temp, energy)
        assert abs(half_mu[name, temp] - mu_formula(c)) < 1e-9
        delta = 0.07
        reflect = (log_xi(mu_formula(c) + delta, temp, energy)
                   - log_xi(mu_formula(c) - delta, temp, energy))
        assert abs(reflect - M * delta / (KB * temp)) < 1e-8
    for temp in (T, T_hot):
        scale, zeros = scaled_zeros(temp, eps, n_bb)
        moduli = scale * abs(zeros) / np.exp(-c * eps / (2 * KB * temp))
        zero_error = max(zero_error, abs(moduli - 1).max())
assert zero_error < 1e-6
n_sq = pairs(right + up)
E_sq = -E_s * N - eps * n_sq
repulsive_zeros = abs(scaled_zeros(3000.0, -eps, n_sq)[1])
assert repulsive_zeros.min() < 0.5       # repulsion moves zeros off the circle


# ---- larger square tori by transfer matrix ------------------------------
def row_states(width):
    return ((np.arange(2**width)[:, None] >> np.arange(width)) & 1).astype(float)


def log_xi_torus(L, mu, temp):
    beta = 1 / (KB * temp)
    s = row_states(L)
    row = beta * ((mu + E_s) * s.sum(1) + eps * (s * np.roll(s, 1, 1)).sum(1))
    matrix = np.exp((row[:, None] + row[None, :]) / 2 + beta * eps * s @ s.T)
    lam = np.linalg.eigvalsh(matrix)
    return L * np.log(lam[-1]) + np.log(np.sum((lam / lam[-1]) ** L))


def slope(L, mu, temp, h=5e-4):
    """kT d(theta)/d(mu) from a second difference of ln Xi."""
    d = h * KB * temp
    f = [log_xi_torus(L, mu + k * d, temp) for k in (-1, 0, 1)]
    return (f[0] - 2 * f[1] + f[2]) / h**2 / L**2


assert abs(log_xi_torus(4, mu_c + 0.03, T) - log_xi(mu_c + 0.03, T, E_sq)) < 1e-9
cold = {L: slope(L, mu_c, T) for L in (4, 6, 8)}
hot = {L: slope(L, mu_c, T_hot) for L in (4, 6, 8)}
assert cold[8] / cold[6] > 1.7           # grows like the number of sites
assert hot[8] / hot[6] < 1.05            # saturates: no jump


def slope_bound(offset, temp):
    return 1 / (4 * np.sinh(offset / (2 * KB * temp)) ** 2)


for temp in (T, T_hot):
    for offset in (-0.3, -0.05, 0.02, 0.05, 0.1, 0.3):
        assert slope(8, mu_c + offset, temp) <= slope_bound(offset, temp)
slope_50, bound_50 = slope(8, mu_c + 0.05, T), slope_bound(0.05, T)

# Chain: the slope at mu_c stays finite for an infinite system
a = np.exp(-eps / (2 * kT))


def chain_log_lambda(log_x):
    r = a * np.exp(log_x / 2)
    return np.log(np.linalg.eigvalsh([[1, r], [r, np.exp(log_x)]])[-1])


h = 1e-3
chain_slope = (chain_log_lambda(h) - 2 * chain_log_lambda(0)
               + chain_log_lambda(-h)) / h**2
assert abs(chain_slope - 1 / (4 * a)) < 1e-4


# ---- existence of the jump: loop bound against filled-wall strips --------
def loop_bound(temp):
    u = 9 * np.exp(-eps / (KB * temp))
    return u**2 / (9 * (1 - u) ** 2)


def centre_coverage(width, temp):
    beta = 1 / (KB * temp)
    s = row_states(width)
    contacts = (s[:, 1:] * s[:, :-1]).sum(1) + s[:, 0] + s[:, -1]
    row = beta * ((mu_c + E_s) * s.sum(1) + eps * contacts)
    matrix = np.exp((row[:, None] + row[None, :]) / 2 + beta * eps * s @ s.T)
    vector = np.linalg.eigh(matrix)[1][:, -1]
    return vector**2 @ s[:, width // 2]


b = loop_bound(T)
lengths = np.arange(4, 1200, 2)
series = np.sum((lengths / 2 - 1) / 9 * np.exp(lengths * np.log(3 * a)))
assert abs(series - b) < 1e-10 and b < 0.5
for temp in (600.0, 700.0, T):
    assert 1 - centre_coverage(8, temp) <= loop_bound(temp)
wall = {w: centre_coverage(w, T) for w in (6, 8, 10)}
assert abs(wall[10] - wall[8]) < 1e-3
assert abs(cold[8] / 64 - (2 * wall[10] - 1) ** 2 / 4) < 0.01
T_proven = brentq(lambda t: loop_bound(t) - 0.5, 500, 1000)

# ---- vapour in equilibrium with the condensing layer --------------------
mass = mass_u * sc.atomic_mass
kT_J = sc.k * T


def site_q(temp):
    return (2 * np.sinh(mode_energy / (2 * KB * temp))) ** -3


q = site_q(T)
wavelength = sc.h / np.sqrt(2 * np.pi * mass * kT_J)
p_c = gas_degeneracy * kT_J / wavelength**3 / q * np.exp(mu_c / kT)
levels = np.exp(-mode_energy * (np.arange(4000) + 0.5) / kT).sum() ** 3
momentum = quad(lambda t: 4 * np.pi * t**2 * np.exp(-t**2), 0, 12)[0]
states_per_volume = momentum * (np.sqrt(2 * mass * kT_J) / sc.h) ** 3


def coverage_at_pressure(log_p):
    mu_gas = kT * (log_p - np.log(kT_J * gas_degeneracy * states_per_volume))
    return coverage(mu_gas, T, E_sq - kT * np.log(levels) * N)


log_p_half = brentq(lambda v: coverage_at_pressure(v) - 0.5, -60, 20, xtol=1e-12)
assert abs(log_p_half - np.log(p_c)) < 1e-6
flux_c = p_c / np.sqrt(2 * np.pi * mass * kT_J) * (site_spacing_nm * 1e-9) ** 2
bulk_ratio = np.exp((-E_bulk - mu_c) / kT)
supersaturation = kT * np.log(deposition_flux / flux_c)

# ---- size of neglected effects ------------------------------------------
E_second = E_sq - eps_second * pairs(diag + anti)
shift_second = -2 * eps_second
for temp in (400.0, T, T_hot):
    assert abs(half_filling_mu(temp, E_second) - mu_c - shift_second) < 1e-9
n_trio = sum(occ[:, site(i, j)] * occ[:, site(i + di, j)] * occ[:, site(i, j + dj)]
             for i, j in cells for di in (-1, 1) for dj in (-1, 1))
trio_shift = {t: equal_weight_mu(t, E_sq + trio * n_trio) - mu_c for t in (200.0, T)}
assert abs(trio_shift[200.0] - 4 * trio) < 1e-5
assert trio_shift[200.0] - trio_shift[T] > 1e-4     # symmetry broken: T enters
shift_vib = 3 * kT * np.log(stiffening)
E_vib = E_sq + 3 * kT * np.log(stiffening) * 2 * n_sq / 4
assert abs(half_filling_mu(T, E_vib) - mu_c - shift_vib) < 1e-9
open_bonds = ([(site(i, j), site(i + 1, j)) for i, j in cells if i < SIDE - 1]
              + [(site(i, j), site(i, j + 1)) for i, j in cells if j < SIDE - 1])
open_mu = equal_weight_mu(100.0, -E_s * N - eps * pairs(open_bonds))
assert abs(open_mu - mu_c - 2 * eps / SIDE) < 1e-4
terrace_sites = terrace_nm / site_spacing_nm
shift_edge = 2 * eps / terrace_sites
second_layer = np.exp((mu_c + E_bulk - 2 * eps) / kT)

# ---- output --------------------------------------------------------------
print(f"substrate binding E_s = {E_s:.2f} eV, bond energy eps = {eps:.2f} eV")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV, eps/kT = {eps/kT:.3f}")
print(f"mu_c (square) = {mu_c:.4f} eV = {mu_c/HARTREE:.5f} hartree")
for name in lattices:
    values = ", ".join(f"{half_mu[name, t]:.6f}" for t in (400.0, T, T_hot))
    print(f"half-filling mu, {name}, at 400/850/2500 K: {values} eV")
print(f"largest relative error of zero moduli = {zero_error:.1e}")
print(f"repulsive case 3000 K, scaled zero moduli: {repulsive_zeros.min():.3f}"
      f" to {repulsive_zeros.max():.3f}")
print("slope kT dtheta/dmu at mu_c, tori of side 4, 6, 8:")
print("  850 K: " + ", ".join(f"{v:.3f}" for v in cold.values()))
print("  2500 K: " + ", ".join(f"{v:.3f}" for v in hot.values()))
print(f"slope 50 meV above mu_c, side 8, 850 K = {slope_50:.4f}; bound = {bound_50:.3f}")
print(f"infinite chain slope at mu_c, 850 K = {chain_slope:.4f}")
print(f"broken-bond weight a = {a:.4f}, u = 9a^2 = {9*a*a:.4f}")
print(f"loop bound b = {b:.4f}, proven jump >= {1-2*b:.4f}")
print(f"jump proven below T = {T_proven:.1f} K")
print("centre coverage, filled walls, width 6, 8, 10: "
      + ", ".join(f"{v:.5f}" for v in wall.values()))
print(f"shift of centre coverage, width 8 to 10 = {wall[10]-wall[8]:.1e}")
print(f"adatom mode energy = {1000*mode_energy:.0f} meV, site q = {q:.2f}")
for temp in (400.0, T):
    vib = -KB * temp * np.log(site_q(temp))
    print(f"at {temp:.0f} K: -kT ln q = {vib:.4f} eV, physical mu = {mu_c+vib:.4f} eV")
print(f"atomic mass = {mass_u:.2f} u, gas degeneracy = {gas_degeneracy}")
print(f"thermal wavelength = {wavelength*1e12:.3f} pm")
print(f"condensation pressure = {p_c/TORR:.3e} Torr = {p_c:.3e} Pa")
print(f"site spacing = {site_spacing_nm:.3f} nm, equivalent flux = {flux_c:.3e} ML/s")
print(f"bulk binding = {E_bulk:.2f} eV, bulk/monolayer pressure ratio = {bulk_ratio:.1f}")
print(f"bulk condensation flux = {flux_c*bulk_ratio:.3e} ML/s")
print(f"supersaturation at {deposition_flux:.2f} ML/s = {supersaturation:.3f} eV")
print(f"second-neighbour bond {1000*eps_second:.0f} meV: shift {1000*shift_second:.1f} meV")
print(f"trio repulsion {1000*trio:.0f} meV: shift {1000*trio_shift[200.0]:.2f} meV at 200 K,"
      f" {1000*trio_shift[T]:.2f} meV at 850 K (16 sites)")
print(f"full-layer mode stiffening x{stiffening:.2f}: shift {1000*shift_vib:.1f} meV")
print(f"terrace {terrace_nm:.0f} nm = {terrace_sites:.1f} sites: free-edge shift"
      f" {1000*shift_edge:.2f} meV (low-T estimate)")
print(f"second-layer adatom coverage at mu_c = {second_layer:.2e}")
print("checks complete")
```

It prints:

```
substrate binding E_s = 2.90 eV, bond energy eps = 0.20 eV
temperature = 850 K, kT = 0.07325 eV, eps/kT = 2.730
mu_c (square) = -3.3000 eV = -0.12127 hartree
half-filling mu, square, at 400/850/2500 K: -3.300000, -3.300000, -3.300000 eV
half-filling mu, triangular, at 400/850/2500 K: -3.500000, -3.500000, -3.500000 eV
half-filling mu, honeycomb, at 400/850/2500 K: -3.200000, -3.200000, -3.200000 eV
largest relative error of zero moduli = 7.3e-15
repulsive case 3000 K, scaled zero moduli: 0.042 to 23.914
slope kT dtheta/dmu at mu_c, tori of side 4, 6, 8:
  850 K: 3.915, 8.801, 15.639
  2500 K: 0.873, 0.911, 0.915
slope 50 meV above mu_c, side 8, 850 K = 0.0028; bound = 2.065
infinite chain slope at mu_c, 850 K = 0.9792
broken-bond weight a = 0.2553, u = 9a^2 = 0.5867
loop bound b = 0.2239, proven jump >= 0.5522
jump proven below T = 898.4 K
centre coverage, filled walls, width 6, 8, 10: 0.99421, 0.99421, 0.99421
shift of centre coverage, width 8 to 10 = -9.8e-07
adatom mode energy = 12 meV, site q = 226.66
at 400 K: -kT ln q = -0.1086 eV, physical mu = -3.4086 eV
at 850 K: -kT ln q = -0.3973 eV, physical mu = -3.6973 eV
atomic mass = 107.87 u, gas degeneracy = 2
thermal wavelength = 5.766 pm
condensation pressure = 1.100e-10 Torr = 1.467e-08 Pa
site spacing = 0.316 nm, equivalent flux = 1.275e-05 ML/s
bulk binding = 2.95 eV, bulk/monolayer pressure ratio = 118.9
bulk condensation flux = 1.516e-03 ML/s
supersaturation at 0.01 ML/s = 0.488 eV
second-neighbour bond 30 meV: shift -60.0 meV
trio repulsion 10 meV: shift 40.00 meV at 200 K, 39.51 meV at 850 K (16 sites)
full-layer mode stiffening x1.10: shift 20.9 meV
terrace 20 nm = 63.3 sites: free-edge shift 6.32 meV (low-T estimate)
second-layer adatom coverage at mu_c = 3.57e-05
checks complete
```
